**Pinning voltage of an n layer between grounded p regions**

In atomic units the abrupt one-dimensional result is V_pin = (πN_D d²/2ε)(1 + N_D/N_A) − V_bi, with V_bi = kT ln(N_A N_D/n_i²). Here N_D and N_A are the donor and acceptor densities, d is the layer thickness, ε the relative permittivity and n_i the intrinsic density. The program compares the derived formulas with a Poisson–Boltzmann solver that keeps mobile electrons and holes. It asserts agreement, within stated tolerances, for the empty-layer maximum with equal and unequal p regions, the stored charge, the peak field and the junction potential. It also asserts that the maximum of the emptied layer does not follow the electron bias, and that its deviation from the abrupt value shrinks as kT is lowered at fixed V_bi. For the silicon example the output gives V_pin = 0.957 V and a hole-tail rise of 28 mV at 300 K. A graded donor profile of equal dose raises the potential maximum by 0.75 V, the largest correction computed for the heavily doped structure.

## Program and output

```python
# Result under test: an n layer (donor density N_D, thickness d) between two
# grounded p regions (acceptor density N_A) is fully depleted at the bias
#   V_pin = (pi N_D d^2 / (2 eps)) (1 + N_D/N_A) - V_bi     (atomic units),
# V_bi = kT ln(N_A N_D / n_i^2), eps = relative permittivity.
# V is the electron quasi-Fermi reverse bias. Unequal p regions are included.
# Derived formulas are evaluated in atomic units. The independent road is a
# Poisson-Boltzmann solver with mobile carriers, in volts and nanometres.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9        # nm
K_B = sc.k / sc.e                                           # eV/K
CM3 = 1e-21                                                # cm^-3 to nm^-3

# Rough typical values for a silicon pinned photodiode
eps_r, temperature, n_i = 11.7, 300.0, 1e10 * CM3
N_D, N_A, d = 6e16 * CM3, 5e18 * CM3, 400.0
kT = K_B * temperature
V_bi = kT * np.log(N_A * N_D / n_i**2)


def pinning(n_top, n_low, kt, vbi_top, donors=N_D, thick=d):
    """Derived formula: V_pin (V) and the two n-side depletion widths (nm)."""
    nd, t = donors * BOHR**3, thick / BOHR
    a1 = 2 * np.pi * nd / eps_r * (1 + donors / n_top)
    a2 = 2 * np.pi * nd / eps_r * (1 + donors / n_low)
    delta = kt * np.log(n_top / n_low) / HARTREE
    root = np.sqrt(a1 * a2 * t**2 + (a1 - a2) * delta)
    x1 = (a2 * t**2 + delta) / (a2 * t + root)
    assert 0 < x1 < t
    return a1 * x1**2 * HARTREE - vbi_top, x1 * BOHR, (t - x1) * BOHR


POISSON = sc.e / (sc.epsilon_0 * eps_r) * 1e9               # V nm
STEP = 0.25                                                # nm


def solve_layer(kt, bias, n_low=N_A, low_margin=40.0, profile=None):
    """Poisson-Boltzmann potential from the neutral top p region."""
    m_top, m_d = round(40.0 / STEP), round(d / STEP)
    m_low = round(low_margin / STEP)
    x = STEP * np.arange(-m_top, m_d + m_low + 1)
    i1, i2 = m_top, m_top + m_d
    inside = np.zeros(x.size)
    inside[i1:i2 + 1] = 1.0
    inside[[i1, i2]] = 0.5                # half cells at the junctions
    shape = np.ones(x.size) if profile is None else profile(x)
    acceptors = np.where(x < d / 2, N_A, n_low) * (1 - inside)
    fixed = N_D * shape * inside - acceptors
    phi_low = kt * np.log(N_A / n_low)
    phi = np.where(x < 0, 0.0, phi_low)
    phi[i1 + 1:i2] = V_bi + bias
    phi[0], phi[-1] = 0.0, phi_low
    band = np.full((3, x.size - 2), 1 / STEP**2)
    for _ in range(6000):
        holes = N_A * np.exp(-phi / kt)
        electrons = N_D * np.exp((phi - V_bi - bias) / kt)
        res = np.diff(phi, 2) / STEP**2
        res += POISSON * (fixed + holes - electrons)[1:-1]
        band[1] = -2 / STEP**2 - POISSON * (holes + electrons)[1:-1] / kt
        change = solve_banded((1, 1), band, -res)
        phi[1:-1] += np.clip(change, -2 * kt, 2 * kt)
        if np.max(np.abs(change)) < 1e-8:
            break
    else:
        raise AssertionError("Poisson-Boltzmann iteration did not converge")
    electrons = N_D * np.exp((phi - V_bi - bias) / kt)
    return x, phi, STEP * electrons.sum()


V_pin, x_top, x_low = pinning(N_A, N_A, kT, V_bi)
phi_max = V_pin + V_bi
nd_au, d_au = N_D * BOHR**3, d / BOHR
phi_heavy = np.pi * nd_au * d_au**2 / (2 * eps_r) * HARTREE
d_zero = d * np.sqrt(V_bi / phi_max)
assert abs(pinning(N_A, N_A, kT, V_bi, thick=d_zero)[0]) < 1e-9

# Empty-layer maximum: approach to the abrupt limit as kT falls at fixed V_bi
shifts = []
for kt in (kT, kT / 4, kT / 10):
    x, phi, _ = solve_layer(kt, V_pin + 0.5)
    shifts.append(phi.max() - phi_max)
    assert 0 < shifts[-1] < 2 * kt
    if kt == kT:
        phi_warm = phi.copy()
        phi_junction = phi[np.argmin(np.abs(x))]
assert shifts[0] > shifts[1] > shifts[2]
x_cold, phi_cold, cold = x, phi, kT / 10

# The empty layer no longer follows the electron bias
phi_more = solve_layer(kT, V_pin + 0.8)[1]
assert abs(phi_more.max() - phi_warm.max()) < 1e-5

# Junction potential from the first integrals, with holes kept
junction_formula = (N_D * phi_warm.max() + kT * N_A) / (N_A + N_D)
assert abs(phi_junction - junction_formula) < 1e-3

# Peak field
field = 2 * np.pi * nd_au * d_au / eps_r * HARTREE / BOHR   # V/nm
field_num = np.max(np.abs(np.gradient(phi_cold, x_cold)))
assert abs(field_num / field - 1) < 0.02


def stored(bias):
    """Depletion-approximation electron sheet density, nm^-2."""
    return N_D * d * (1 - np.sqrt((bias + V_bi) / phi_max))


for bias in (0.0, 0.5 * V_pin):
    assert abs(solve_layer(cold, bias)[2] - stored(bias)) < 0.01 * N_D * d
full_warm = solve_layer(kT, 0.0)[2]
left_pin = solve_layer(kT, V_pin)[2]
left_above = solve_layer(kT, V_pin + 0.2)[2]
assert solve_layer(cold, V_pin)[2] < left_pin
assert left_above < 0.05 * left_pin

# Unequal p regions
N_mid = 1e17 * CM3
v_cold = pinning(N_A, N_mid, cold, V_bi)[0]
phi_u = solve_layer(cold, v_cold + 0.5, N_mid, 250.0)[1]
assert abs(phi_u.max() - V_bi - v_cold) < 2 * cold
V_mid = pinning(N_A, N_mid, kT, V_bi)[0]
N_epi = 1e15 * CM3
V_epi, _, x_epi = pinning(N_A, N_epi, kT, V_bi)

# Graded donors of equal dose: N_D * 2 sin^2(pi x/d)
phi_g = solve_layer(cold, 2.5, profile=lambda s: 2 * np.sin(np.pi * s / d)**2)[1]
grade_shift = phi_g.max() - phi_cold.max()
assert abs(grade_shift - 4 / np.pi**2 * phi_heavy) < 5 * cold

# Finite width w in one lateral direction, grounded side walls
width, h2 = 1000.0, 10.0


def second_difference(n):
    return diags([np.ones(n - 1), -2 * np.ones(n), np.ones(n - 1)],
                 [-1, 0, 1]) / h2**2


nx, ny = round(d / h2) - 1, round(width / h2) - 1
lap = (kron(second_difference(nx), identity(ny))
       + kron(identity(nx), second_difference(ny)))
u = spsolve(lap.tocsc(), -np.ones(nx * ny)).reshape(nx, ny)
side_loss = 1 - u[nx // 2, ny // 2] / (d**2 / 8)
assert abs(side_loss - 32 / np.pi**3 / np.cosh(np.pi * width / (2 * d))) < 1e-3

# Zero-point energy of one electron in the empty layer, [001] growth axis
zero_point = {}
for mass in (0.916, 0.19):
    zero_point[mass] = 0.5 * np.sqrt(4 * np.pi * nd_au / (eps_r * mass)) * HARTREE
    hop = HARTREE * BOHR**2 / (2 * mass * STEP**2)
    size = phi_warm.size
    ground = eigh_tridiagonal(2 * hop - phi_warm, -hop * np.ones(size - 1),
                              eigvals_only=True, select="i",
                              select_range=(0, 0))[0]
    assert abs((ground + phi_warm.max()) / zero_point[mass] - 1) < 0.01

# Hole degeneracy (rough valence-band density of states)
N_v = 3e19 * CM3
ratio = N_A / N_v
eta = mp.findroot(lambda s: -mp.re(mp.polylog(1.5, -mp.exp(s))) - ratio,
                  mp.log(ratio))
degeneracy = kT * float(eta - mp.log(ratio))


def gap_narrowing(density):
    """Slotboom-de Graaff empirical model, eV."""
    log = np.log(density / (1e17 * CM3))
    return 0.009 * (log + np.sqrt(log**2 + 0.5))


narrowing = gap_narrowing(N_A) + gap_narrowing(N_D)


def gap(t):
    """Varshni form with rough silicon parameters, eV."""
    return 1.17 - 4.73e-4 * t**2 / (t + 636)


T_hot = 333.0
ni_hot = n_i * (T_hot / temperature)**1.5 * np.exp(
    gap(temperature) / (2 * kT) - gap(T_hot) / (2 * K_B * T_hot))
Vbi_hot = K_B * T_hot * np.log(N_A * N_D / ni_hot**2)
V_hot = pinning(N_A, N_A, K_B * T_hot, Vbi_hot)[0]

# Process tolerances
N_up = 1.05 * N_D
V_dope = pinning(N_A, N_A, kT, kT * np.log(N_A * N_up / n_i**2), donors=N_up)[0]
V_thick = pinning(N_A, N_A, kT, V_bi, thick=1.05 * d)[0]

# Breakdown (rough empirical silicon fit) and WKB tunnelling exponent
breakdown = 0.4 / (1 - np.log10(N_D / (1e16 * CM3)) / 3)    # MV/cm
tunnel_mass = 0.2
tunnel = (4 * np.sqrt(2 * tunnel_mass) * (gap(temperature) / HARTREE)**1.5
          / (3 * field * BOHR / HARTREE))
assert field * 10 < breakdown and tunnel > 50

per_um2 = 1e6
print(f"donor density N_D = {N_D / CM3:.1e} cm^-3")
print(f"acceptor density N_A, both sides = {N_A / CM3:.1e} cm^-3")
print(f"layer thickness d = {d:.0f} nm")
print(f"relative permittivity = {eps_r}")
print(f"temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"intrinsic density n_i = {n_i / CM3:.1e} cm^-3")
print(f"built-in voltage V_bi = {V_bi:.4f} V")
print(f"layer drop, N_A infinite = {phi_heavy:.4f} V")
print(f"factor 1 + N_D/N_A = {1 + N_D / N_A:.4f}")
print(f"total drop V_pin + V_bi = {phi_max:.4f} V")
print(f"pinning voltage V_pin = {V_pin:.4f} V = {V_pin / HARTREE:.5f} a.u.")
print(f"depletion widths in n at V_pin = {x_top:.1f}, {x_low:.1f} nm")
print(f"depletion width in each p side = {N_D * x_top / N_A:.2f} nm")
print(f"thickness for V_pin = 0: {d_zero:.1f} nm")
print(f"peak field = {field * 10:.4f} MV/cm")
print(f"electrons at V=0, abrupt formula = {stored(0) * per_um2:.0f} per um^2")
print(f"electrons at V=0, full solver = {full_warm * per_um2:.0f} per um^2")
print(f"electrons at V_pin, full solver = {left_pin * per_um2:.0f} per um^2")
print(f"electrons at V_pin+0.2 V, solver = {left_above * per_um2:.3g} per um^2")
for label, value in zip(("kT", "kT/4", "kT/10"), shifts):
    print(f"rise of empty maximum from hole tails, {label}: {value * 1e3:.2f} mV")
print(f"junction potential, solver = {phi_junction * 1e3:.2f} mV")
print(f"junction potential, formula = {junction_formula * 1e3:.2f} mV")
print(f"V_pin, lower p at 1e17 cm^-3 = {V_mid:.3f} V")
print(f"V_pin, lower p at 1e15 cm^-3 = {V_epi:.3f} V")
print(f"depletion in that 1e15 region = {N_D * x_epi / N_epi:.0f} nm")
print(f"graded donors, equal dose: maximum rises {grade_shift:.3f} V")
print(f"lateral width for side-wall test = {width:.0f} nm")
print(f"side walls lower layer drop by {side_loss * 100:.2f} %")
print(f"side-wall change of maximum = {-side_loss * phi_heavy * 1e3:.0f} mV")
print(f"valence density of states, rough = {N_v / CM3:.1e} cm^-3")
print(f"hole degeneracy changes V_pin by {-degeneracy * 1e3:.2f} mV")
print(f"gap narrowing raises V_pin by at most {narrowing * 1e3:.0f} mV")
print(f"V_bi at {T_hot:.0f} K = {Vbi_hot:.4f} V")
print(f"V_pin at {T_hot:.0f} K = {V_hot:.4f} V")
print(f"V_pin change per kelvin = "
      f"{(V_hot - V_pin) / (T_hot - temperature) * 1e3:.2f} mV/K")
print(f"V_pin with N_D up 5 % = {V_dope:.4f} V")
print(f"V_pin with d up 5 % = {V_thick:.4f} V")
print(f"rough breakdown field = {breakdown:.2f} MV/cm")
print(f"tunnelling mass, rough = {tunnel_mass} electron masses")
print(f"band-to-band WKB exponent = {tunnel:.0f}")
for mass, energy in zero_point.items():
    print(f"zero-point energy, mass {mass}: {energy * 1e3:.2f} meV")
print("all assertions hold")
```

Running it gives:

```
donor density N_D = 6.0e+16 cm^-3
acceptor density N_A, both sides = 5.0e+18 cm^-3
layer thickness d = 400 nm
relative permittivity = 11.7
temperature = 300 K, kT = 0.02585 eV
intrinsic density n_i = 1.0e+10 cm^-3
built-in voltage V_bi = 0.9213 V
layer drop, N_A infinite = 1.8559 V
factor 1 + N_D/N_A = 1.0120
total drop V_pin + V_bi = 1.8782 V
pinning voltage V_pin = 0.9569 V = 0.03516 a.u.
depletion widths in n at V_pin = 200.0, 200.0 nm
depletion width in each p side = 2.40 nm
thickness for V_pin = 0: 280.2 nm
peak field = 0.1856 MV/cm
electrons at V=0, abrupt formula = 7191 per um^2
electrons at V=0, full solver = 7735 per um^2
electrons at V_pin, full solver = 497 per um^2
electrons at V_pin+0.2 V, solver = 3.19 per um^2
rise of empty maximum from hole tails, kT: 28.09 mV
rise of empty maximum from hole tails, kT/4: 6.45 mV
rise of empty maximum from hole tails, kT/10: 2.57 mV
junction potential, solver = 48.14 mV
junction potential, formula = 48.15 mV
V_pin, lower p at 1e17 cm^-3 = 1.455 V
V_pin, lower p at 1e15 cm^-3 = 5.000 V
depletion in that 1e15 region = 2693 nm
graded donors, equal dose: maximum rises 0.752 V
lateral width for side-wall test = 1000 nm
side walls lower layer drop by 4.07 %
side-wall change of maximum = -76 mV
valence density of states, rough = 3.0e+19 cm^-3
hole degeneracy changes V_pin by -1.52 mV
gap narrowing raises V_pin by at most 74 mV
V_bi at 333 K = 0.8813 V
V_pin at 333 K = 0.9969 V
V_pin change per kelvin = 1.21 mV/K
V_pin with N_D up 5 % = 1.0507 V
V_pin with d up 5 % = 1.1494 V
rough breakdown field = 0.54 MV/cm
tunnelling mass, rough = 0.2 electron masses
band-to-band WKB exponent = 196
zero-point energy, mass 0.916: 1.39 meV
zero-point energy, mass 0.19: 3.05 meV
all assertions hold
```
